# The Collisionless Radio-Frequency Sheath Law and Its High-Voltage Limit

## From the moving electron edge to the ion speed

Q: I am told that the ion current density through a collisionless rf sheath is

$$J=K\,\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V_{dc}^{3/2}}{s_m^2},\qquad K=\frac{200}{243}.$$

It looks like Child's law for a static ion sheath with a different number in front. But the edge of an rf sheath moves back and forth, and the voltage across it swings. Which voltage and which thickness are meant, and is the statement true?

A: $V_{dc}$ is the time average of the voltage across one sheath. It is not the rf amplitude. The length $s_m$ is the largest thickness of the sheath during the cycle, and $M$ is the mass of a singly charged ion. The statement is true as a limit, for $V_{dc}$ much larger than the electron temperature $T_e$, which I express in volts. It also belongs to a definite model: a planar sheath, ions that do not collide and that take many rf periods to cross it, and a sinusoidal rf current. At finite voltage the same model gives another coefficient, so the approach to the limit has to be worked out too.

Q: Then start with the ions. The field at a given place is switched on and off by the passing electrons. How can you write down a steady ion density?

A: I assume that an ion needs many rf periods to cross the sheath. During one period its velocity then changes little, and the changes accumulate as if the ion felt the time-averaged field. This is an assumption about the ratio of two times, and the crossing time can be computed once the sheath is known.

Let $x=0$ be the place where the ions enter, and let $x$ increase towards the wall at $x=s_m$. Let $\Phi(x)$ be the time-averaged potential, with $\Phi(0)=0$. It falls towards the wall, so $\Phi\le 0$. The ions enter with density $n_0$ and with the Bohm speed

$$u_B=\sqrt{\frac{eT_e}{M}} .$$

With no ionization in the sheath, the flux is conserved. With no collisions, so is the energy in the mean potential:

$$n u=n_0u_B,\qquad \tfrac12Mu^2+e\Phi=\tfrac12Mu_B^2 .$$

I measure the ion speed by $w=u/u_B$. Dividing the energy equation by $\tfrac12Mu_B^2=\tfrac12eT_e$ gives

$$w^2=1-\frac{2\Phi}{T_e},\qquad n=\frac{n_0}{w}. \tag{1}$$

As the ions speed up, $w$ grows from 1 and their density falls.

Q: You have put the electron temperature into the entrance speed. Will the final coefficient depend on that choice?

A: In this model $T_e$ enters through the entrance energy alone. If the ions entered with another speed $u_0$, I could define $T_0=Mu_0^2/e$ and write $T_0$ for $T_e$ in the ion equations that follow. The limit then requires $V_{dc}\gg T_0$, besides $V_{dc}\gg T_e$ for a sharp electron edge, and if $T_0$ drops out of the limiting law, the limit does not depend on the entrance speed.

Q: Now the electrons. They have a temperature, so their density should fall off smoothly. What do you do instead?

A: I replace the smooth fall by a sharp edge at $x=s(t)$. Behind the edge, for $x<s(t)$, the electron density equals the ion density and the field is taken as zero. Ahead of it, for $x>s(t)$, there are no electrons. This is reasonable when the Debye length is small compared with the distance the edge travels. I also neglect electron inertia, which requires the rf frequency to lie well below the electron plasma frequency. The electrons are taken to rearrange themselves at once as the field changes.

The edge starts at $x=0$, moves out until it just touches the wall, and returns. The touch matters physically, because with no net direct current the electrons must reach the wall once per cycle to balance the steady loss of ions.

Q: What determines the motion of the edge? You cannot simply prescribe a sinusoidal $s(t)$.

A: I prescribe the current instead. Ahead of the edge there is ion charge alone, so Gauss's law gives

$$E(x,t)=\frac{e}{\varepsilon_0}\int_{s(t)}^{x}n(x')\,dx' ,\qquad x>s(t). \tag{2}$$

The ion density does not depend on time. Differentiating with respect to time therefore affects the lower limit alone and brings a minus sign:

$$\varepsilon_0\frac{\partial E}{\partial t}=-e\,n(s)\frac{ds}{dt}.$$

This is the displacement current density, counted positive towards the wall. Behind the edge the same current is carried by electrons. When the edge moves towards the wall, electrons flow towards the wall to fill the new region, at the rate $n(s)\,ds/dt$ per unit area. Their charge is negative, so their current is again $-e\,n(s)\,ds/dt$. The two sides agree.

I now let this current be $-J_1\sin\omega t$, with amplitude $J_1>0$ and angular frequency $\omega$. Then

$$e\,n(s)\frac{ds}{dt}=J_1\sin\omega t. \tag{3}$$

For $0<\omega t<\pi$ the edge moves towards the wall, and for $\pi<\omega t<2\pi$ it moves back.

Q: There is an ion current through the sheath as well, and electrons hit the wall when the edge touches it. Where are they in equation (3)?

A: They are neglected. The total current contains the steady ion current $J$ and a short electron pulse in addition to the displacement current. The pulse carries the charge $2\pi J/\omega$ per unit area in each cycle, while the edge sweeps over the charge $2J_1/\omega$. Leaving out the ion current and the pulse requires the first charge to be much smaller than the second, and hence $J\ll J_1$. For now this is a second assumption beside the long crossing time. It will turn out that the two are closely tied.

Q: Equation (3) contains the unknown ion density at the edge. It seems you must know $n(x)$ before you can find $s(t)$, and $s(t)$ before you can find $n(x)$.

A: The way out is to follow the charge that the edge has swept over, rather than its position. The product $n(s)\,ds$ is the number of ions per unit area between $s$ and $s+ds$. Integrating (3) from $t=0$, when $s=0$, gives

$$\int_0^{s(t)}n\,dx=\frac{J_1}{e\omega}\,(1-\cos\omega t)=n_0s_0(1-\cos\omega t),\qquad s_0=\frac{J_1}{e\omega n_0}. \tag{4}$$

The length $s_0$ is the amplitude the edge motion would have if the ion density were $n_0$ everywhere. The swept charge is a known function of time whatever the density profile may be.

I next label each place $x$ by the phase $\varphi$ at which the edge passes it on the way out. The entrance has $\varphi=0$ and the wall has $\varphi=\pi$. Setting $s=x$ and $\omega t=\varphi$ in (4),

$$\int_0^x n\,dx'=n_0s_0(1-\cos\varphi). \tag{5}$$

Differentiating both sides gives $n\,dx=n_0s_0\sin\varphi\,d\varphi$. With $n=n_0/w$ from (1), this becomes

$$dx=s_0\,w\,\sin\varphi\,d\varphi . \tag{6}$$

Q: So you have changed the coordinate from $x$ to $\varphi$. What is the field in the new coordinate?

A: By (4), the edge returns through the same place at the phase $2\pi-\varphi$, which is the same as $-\varphi$. The place $x$ is therefore free of electrons for $-\varphi<\omega t<\varphi$. During that time the integral in (2) is the difference between (5) and (4):

$$E=\frac{e n_0s_0}{\varepsilon_0}\big[(1-\cos\varphi)-(1-\cos\omega t)\big]
=\frac{e n_0s_0}{\varepsilon_0}(\cos\omega t-\cos\varphi),\qquad |\omega t|<\varphi. \tag{7}$$

For $\varphi<|\omega t|\le\pi$ the electrons cover the place and $E=0$. The two expressions join continuously, since (7) vanishes at $\omega t=\pm\varphi$.

Q: The ions are supposed to feel the average of this. Do you average over the whole cycle or over the time when the field is on?

A: Over the whole cycle, since the ion is there while the field is off as well. With $\theta=\omega t$,

$$\bar E=\frac{e n_0s_0}{\varepsilon_0}\,\frac1{2\pi}\int_{-\varphi}^{\varphi}(\cos\theta-\cos\varphi)\,d\theta .$$

The first term integrates to $2\sin\varphi$ and the second to $2\varphi\cos\varphi$. Hence

$$\bar E=\frac{e n_0s_0}{\pi\varepsilon_0}\,(\sin\varphi-\varphi\cos\varphi). \tag{8}$$

Q: I would rather have begun with Poisson's equation for the mean charge density. Does (8) agree with it?

A: It does. The derivative of $\sin\varphi-\varphi\cos\varphi$ with respect to $\varphi$ is $\cos\varphi-\cos\varphi+\varphi\sin\varphi=\varphi\sin\varphi$. Dividing by $dx/d\varphi$ from (6),

$$\frac{d\bar E}{dx}=\frac{e n_0s_0}{\pi\varepsilon_0}\,\frac{\varphi\sin\varphi}{s_0w\sin\varphi}
=\frac{e n}{\varepsilon_0}\,\frac{\varphi}{\pi}
=\frac{e}{\varepsilon_0}\left[n-n\left(1-\frac{\varphi}{\pi}\right)\right].$$

Electrons with density $n$ are present at this place for the fraction $1-\varphi/\pi$ of the cycle. Their mean density is therefore $n(1-\varphi/\pi)$, which is the term subtracted in the bracket.

At the wall, (8) gives $\bar E=en_0s_0/\varepsilon_0$. The total ion charge per unit area is $2en_0s_0$ by (5), and without electrons it would give twice this field. On average the electrons cancel half of the ion charge in the sheath.

Q: That is a large effect, so I see why the coefficient cannot be Child's. But you still have a nonlinear problem: the potential depends on the field, the position depends on $w$, and $w$ depends on the potential.

A: The nonlinearity drops out in the phase coordinate. The mean potential obeys $d\Phi=-\bar E\,dx$. Differentiating $w^2=1-2\Phi/T_e$ gives $2w\,dw=-2\,d\Phi/T_e$, so

$$w\,dw=-\frac{d\Phi}{T_e}=\frac{\bar E}{T_e}\,dx=\frac{\bar E}{T_e}\,s_0w\sin\varphi\,d\varphi .$$

The factor $w$ appears on both sides and cancels. On the left it comes from the kinetic energy. On the right it comes from the thinning of the ions, which makes the edge travel farther for the same swept charge. What remains, with (8), is

$$\frac{dw}{d\varphi}=H\,(\sin\varphi-\varphi\cos\varphi)\sin\varphi,\qquad
H=\frac{e n_0s_0^2}{\pi\varepsilon_0T_e}=\frac{s_0^2}{\pi\lambda_D^2}, \tag{9}$$

where $\lambda_D=\sqrt{\varepsilon_0T_e/(en_0)}$ is the Debye length at the entrance. The right side no longer contains $w$, so a single integration solves the problem.

Q: What does $H$ measure?

A: It compares the edge motion with the Debye length. A sharp edge requires $s_0\gg\lambda_D$ and therefore large $H$. Large $H$ also means a large gain in ion speed, and so a high voltage. The sharp edge and the high-voltage limit thus belong together.

Q: Carry out the integration, please, with the factors of two visible.

A: The first term on the right of (9) is $\sin^2\varphi=\tfrac12(1-\cos2\varphi)$, and its integral from 0 is

$$\int_0^\varphi\sin^2\theta\,d\theta=\frac{\varphi}{2}-\frac{\sin2\varphi}{4}.$$

The second is $\varphi\sin\varphi\cos\varphi=\tfrac12\varphi\sin2\varphi$. Integration by parts gives

$$\int_0^\varphi\frac{\theta}{2}\sin2\theta\,d\theta
=-\frac{\varphi\cos2\varphi}{4}+\int_0^\varphi\frac{\cos2\theta}{4}\,d\theta
=-\frac{\varphi\cos2\varphi}{4}+\frac{\sin2\varphi}{8}.$$

Subtracting the second integral from the first, and using $w=1$ at $\varphi=0$,

$$w=1+H\,F(\varphi),\qquad
F(\varphi)=\frac{\varphi}{2}+\frac{\varphi\cos2\varphi}{4}-\frac{3\sin2\varphi}{8}. \tag{10}$$

Q: The function $F$ has oscillating terms. Could the ions slow down somewhere?

A: No. The derivative of $\sin\varphi-\varphi\cos\varphi$ is $\varphi\sin\varphi$, which is positive between 0 and $\pi$, and the function itself starts from zero. It is therefore positive inside the sheath, and so is $dw/d\varphi$ in (9).

Near the entrance the acceleration is weak. For small $\varphi$ we have $\sin\varphi-\varphi\cos\varphi\approx\varphi^3/3$ and $\sin\varphi\approx\varphi$, so $dw/d\varphi\approx H\varphi^4/3$ and $w\approx1+H\varphi^5/15$. The electrons cover this region for most of the cycle, and the ions feel a field there for a short part of it.

## The coefficient, its approach to the limit, and an example

Q: Before you go to the wall, remind me what we have.

A: The ions enter at $x=0$ with density $n_0$ and speed $u_B=\sqrt{eT_e/M}$, with $T_e$ in volts. Their speed is $u=u_Bw$, and $w^2=1-2\Phi/T_e$, where $\Phi$ is the mean potential. The rf current has amplitude $J_1$ and angular frequency $\omega$, and $s_0=J_1/(e\omega n_0)$. The phase $\varphi$ at which the electron edge passes a place runs from 0 at the entrance to $\pi$ at the wall. The results needed are

$$dx=s_0w\sin\varphi\,d\varphi,\qquad w=1+HF(\varphi),\qquad F'(\varphi)=(\sin\varphi-\varphi\cos\varphi)\sin\varphi,$$

$$F(\varphi)=\frac{\varphi}{2}+\frac{\varphi\cos2\varphi}{4}-\frac{3\sin2\varphi}{8},\qquad
H=\frac{s_0^2}{\pi\lambda_D^2},\qquad \lambda_D^2=\frac{\varepsilon_0T_e}{en_0}.$$

While a place is free of electrons, its field is $E=(en_0s_0/\varepsilon_0)(\cos\omega t-\cos\varphi)$.

Q: Then what are the voltage and the thickness?

A: At the wall $F(\pi)=\pi/2+\pi/4=3\pi/4$. Calling the value of $w$ there $W$, and using $V_{dc}=-\Phi(s_m)$,

$$W=1+\frac{3\pi H}{4},\qquad V_{dc}=\frac{T_e}{2}(W^2-1),\qquad W=\sqrt{1+\frac{2V_{dc}}{T_e}}. \tag{11}$$

The thickness is the integral of $dx$:

$$s_m=s_0\int_0^\pi(1+HF)\sin\varphi\,d\varphi=s_0\left(2+H\int_0^\pi F\sin\varphi\,d\varphi\right).$$

In the remaining integral I integrate $\sin\varphi$ and differentiate $F$. The boundary term is $[-F\cos\varphi]_0^\pi=F(\pi)$, so

$$\int_0^\pi F\sin\varphi\,d\varphi=\frac{3\pi}{4}+\int_0^\pi\sin^2\varphi\cos\varphi\,d\varphi-\int_0^\pi\varphi\sin\varphi\cos^2\varphi\,d\varphi .$$

The middle integral is $[\sin^3\varphi/3]_0^\pi=0$. The last one, again by parts, is

$$\left[-\frac{\varphi\cos^3\varphi}{3}\right]_0^\pi+\frac13\int_0^\pi\cos^3\varphi\,d\varphi=\frac{\pi}{3}+0,$$

because $\cos^3\varphi$ is odd about $\pi/2$. The sum is $3\pi/4-\pi/3=5\pi/12$, and

$$s_m=s_0\left(2+\frac{5\pi H}{12}\right). \tag{12}$$

Q: The law contains neither $s_0$ nor $H$ nor $n_0$. How do they go away?

A: The definition of $H$ gives $s_0^2=\pi H\varepsilon_0T_e/(en_0)$, and hence $en_0=\pi H\varepsilon_0T_e/s_0^2$. The ion current density is therefore

$$J=en_0u_B=\pi H\,\varepsilon_0\sqrt{\frac eM}\,\frac{T_e^{3/2}}{s_0^2}
=\pi H\left(\frac{s_m}{s_0}\right)^2\varepsilon_0\sqrt{\frac eM}\,\frac{T_e^{3/2}}{s_m^2}.$$

From (11), $T_e^{3/2}=2^{3/2}V_{dc}^{3/2}/(W^2-1)^{3/2}$. Also $\sqrt{e/M}=\sqrt{2e/M}/\sqrt2$. The powers of two combine to $2^{3/2}/2^{1/2}=2$, so $J$ has the form of the law with

$$K=\frac{2\pi H\,(s_m/s_0)^2}{(W^2-1)^{3/2}} .$$

Equation (11) also gives $\pi H=4(W-1)/3$. Then (12) gives $s_m/s_0=2+5(W-1)/9=(5W+13)/9$. Inserting both,

$$K=\frac{8}{3}\,\frac{(W-1)(5W+13)^2}{81\,(W^2-1)^{3/2}}
=\frac{8\,(5W+13)^2}{243\,(W-1)^{1/2}(W+1)^{3/2}} . \tag{13}$$

For $W\to\infty$ the numerator tends to $8\cdot25\,W^2$ and the denominator to $243\,W^2$. The limit is $K=200/243\approx0.823$.

Q: So the number is right, but at finite voltage $K$ depends on $V_{dc}/T_e$. How fast does it settle?

A: Slowly. For large $W$,

$$(5W+13)^2\approx25W^2\left(1+\frac{26}{5W}\right),\qquad
(W-1)^{-1/2}(W+1)^{-3/2}\approx\frac{1}{W^2}\left(1+\frac{1}{2W}-\frac{3}{2W}\right).$$

The terms in $1/W$ add up to $26/5-1=21/5$, so

$$K\approx\frac{200}{243}\left(1+\frac{21}{5W}\right),\qquad W\approx\sqrt{\frac{2V_{dc}}{T_e}} . \tag{14}$$

The correction is inversely proportional to the square root of the voltage. Equation (13) gives these values:

| $V_{dc}/T_e$ | $K$ | $K$ divided by $200/243$ |
|---:|---:|---:|
| 30 | 1.31 | 1.59 |
| 100 | 1.08 | 1.31 |
| 200 | 1.00 | 1.22 |
| 1000 | 0.90 | 1.10 |
| 10000 | 0.85 | 1.03 |

Q: Should I then use (13) in place of $200/243$ and trust it to a per cent?

A: No. Equation (13) is the result of the sharp-edge model, and the sharp edge has an error of its own. The local Debye length at the wall, for density $n_0/W$ and the same temperature, is $\lambda_D\sqrt W$. For large $W$ we have $s_m\approx5Ws_0/9$ and $s_0=\lambda_D\sqrt{\pi H}\approx\lambda_D\sqrt{4W/3}$. Therefore

$$\frac{\lambda_D\sqrt W}{s_m}\approx\frac{9}{5W}\sqrt{\frac34}\approx\frac{1.6}{W}.$$

This is the relative width of the smeared edge. The model also leaves out the weak field behind the edge, through which the electron pressure pushes the ions. At the entrance this pressure is $en_0T_e$, which equals the ion momentum flux $n_0Mu_B^2$. Handing it over to the ions adds an amount of order 1 to $w$. Compared with $W$ this is a change of order $1/W$, the same order as the correction in (14). The coefficient $21/5$ therefore belongs to the sharp-edge model alone. These corrections vanish in the limit, and $200/243$ remains.

Q: The rf frequency has disappeared from the law. Does it play no part?

A: In this model $\omega$ and $J_1$ enter through the ratio $J_1/\omega$, which fixes $s_0$, and $s_0$ has been eliminated in favour of $s_m$. The frequency still decides whether the model applies.

Nor does the law say that a higher voltage draws more ions. The plasma sets $J=en_0u_B$. At fixed $J$ and in the high-voltage limit, the thickness adjusts as $s_m\propto V_{dc}^{3/4}$.

Q: I want to see Child's $4/9$ come out of the same reasoning. Otherwise I cannot tell whether the difference comes from the electrons.

A: Remove the electrons and keep the ions. Let $q=\int_0^xn\,dx'$ be the number of ions per unit area up to $x$. The field is now $eq/\varepsilon_0$, and $dx=w\,dq/n_0$. The energy relation $T_ew\,dw=E\,dx$ becomes

$$T_ew\,dw=\frac{eq}{\varepsilon_0}\,\frac{w\,dq}{n_0}\quad\Rightarrow\quad w-1=\frac{eq^2}{2\varepsilon_0n_0T_e}.$$

At high voltage the 1 can be dropped, so $w\propto q^2$ and $x=\int w\,dq/n_0=wq/(3n_0)$. Squaring, and replacing $q^2$ by $2\varepsilon_0n_0T_ew/e$,

$$x^2=\frac{2\varepsilon_0T_ew^3}{9en_0}\quad\Rightarrow\quad
J=en_0\sqrt{\frac{eT_e}{M}}=\frac{2}{9}\,\varepsilon_0\sqrt{\frac eM}\,\frac{T_e^{3/2}w^3}{x^2}.$$

With $w^2=2V/T_e$ we have $T_e^{3/2}w^3=2^{3/2}V^{3/2}$. Writing $\sqrt{e/M}=\sqrt{2e/M}/\sqrt2$ as before, the coefficient is $(2/9)\cdot2=4/9$.

The ratio of the two limits is $(200/243)/(4/9)=50/27\approx1.85$. At equal voltage and current the rf sheath is thicker by the factor $\sqrt{50/27}\approx1.36$. The electrons weaken the mean field, so a longer path is needed to build up the same mean voltage.

Q: In a reactor I can measure the self-bias and the rf voltage. Is either of them $V_{dc}$?

A: Neither is in general. In a discharge between two electrodes, the plasma lies above each electrode by the mean voltage of that electrode's sheath. If the mean field in the plasma is negligible, the self-bias is the difference of the two mean sheath voltages. Its magnitude approaches $V_{dc}$ of the powered electrode when the other sheath voltage is much smaller.

The instantaneous voltage is largest at $\omega t=0$, when the edge is at the entrance. The field is then $(en_0s_0/\varepsilon_0)(1-\cos\varphi)$. Since $en_0s_0^2/\varepsilon_0=\pi HT_e$,

$$V_{peak}=\pi HT_e\int_0^\pi(1-\cos\varphi)(1+HF)\sin\varphi\,d\varphi .$$

The part without $F$ gives 2. The part with $F$ needs $5\pi/12$, found above, minus the integral of $F\sin\varphi\cos\varphi$. By parts, with $\sin^2\varphi/2$ as the integral of $\sin\varphi\cos\varphi$ and a vanishing boundary term,

$$\int_0^\pi F\sin\varphi\cos\varphi\,d\varphi=-\frac12\int_0^\pi\sin^4\varphi\,d\varphi+\frac12\int_0^\pi\varphi\sin^3\varphi\cos\varphi\,d\varphi .$$

The first integral on the right is $3\pi/8$. The second, by parts, is $-\tfrac14\cdot3\pi/8=-3\pi/32$. The sum is $-3\pi/16-3\pi/64=-15\pi/64$. Since $5\pi/12+15\pi/64=125\pi/192$,

$$V_{peak}=T_e\left(2\pi H+\frac{125\pi^2H^2}{192}\right). \tag{15}$$

For large $H$, (11) gives $V_{dc}\approx9\pi^2H^2T_e/32$. The ratio $V_{dc}/V_{peak}$ then tends to $(9/32)(192/125)=54/125=0.432$.

Q: You still owe me the crossing time of the ions.

A: It follows from $dx/u$, in which $w$ cancels again:

$$\tau=\int\frac{dx}{u}=\frac{s_0}{u_B}\int_0^\pi\sin\varphi\,d\varphi=\frac{2s_0}{u_B},\qquad
\frac{J}{J_1}=\frac{en_0u_B}{e\omega n_0s_0}=\frac{u_B}{\omega s_0}=\frac{2}{\omega\tau}. \tag{16}$$

A long crossing time and a small ion current compared with the rf current are therefore the same condition.

Q: Put in numbers.

A: I take round parameters: ion mass 40 u, $T_e=3$ V, $n_0=10^{16}\ \mathrm{m^{-3}}$, frequency 13.56 MHz and $V_{dc}=600$ V. Then $V_{dc}/T_e=200$, and

$$W=\sqrt{401}=20.0,\qquad H=\frac{4(W-1)}{3\pi}=8.07 .$$

The Bohm speed is 2690 m/s and the Debye length is 0.129 mm. With $\sqrt{\pi H}=5.04$, $s_0=0.649$ mm. The thickness follows from (12):

$$s_m=s_0\,\frac{5W+13}{9}=0.6485\ \mathrm{mm}\times12.57=8.15\ \mathrm{mm}.$$

The example assumes that the ions cross this sheath without collisions. For an ion-neutral cross-section of $10^{-18}\ \mathrm{m^2}$ and a gas at 300 K, a mean free path of ten times $s_m$ requires a pressure of about 0.05 Pa. In argon at so low a pressure, a reactor of ordinary size would need an electron temperature above 3 V to sustain the plasma. The parameters therefore illustrate the formulas and do not describe a particular reactor.

The ion current density is $J=en_0u_B=4.31\ \mathrm{A/m^2}$, or $0.431\ \mathrm{mA/cm^2}$. The rf amplitude $J_1=e\omega n_0s_0$ is $88.5\ \mathrm{A/m^2}$, so $J/J_1=0.049$. The charge left out in (3) is then $\pi J/J_1$, or 15 % of the swept charge, so the numbers of this example can be off by the order of ten per cent for this reason alone. Equation (15) gives a peak voltage of 1409 V, and the mean is 0.426 of it.

Q: And if I had used $200/243$ at this voltage?

A: Equation (13) gives $K=1.00$ here. From the given $V_{dc}$ and $s_m$, the limiting law yields

$$J=4.31\ \mathrm{A/m^2}\times\frac{0.823}{1.002}=3.54\ \mathrm{A/m^2},$$

which is 18 % below the finite-voltage value of the model. From the given $V_{dc}$ and $J$ it yields $s_m=8.15\ \mathrm{mm}\times\sqrt{0.823/1.002}=7.39$ mm, which is 9 % too small by the same measure.

Q: Is the crossing long enough for the ions to feel the mean field?

A: By (16), $\tau=0.482$ microseconds, or 6.5 rf periods. The assumption of a small velocity change per period is met only roughly: in the mean field, $w$ rises from 13.3 to 20.0 during the last period. The mean potential gives an impact energy of $\tfrac12eT_eW^2$, which is 601.5 eV. To see what the oscillation does, 64 ions with evenly spaced entry phases were followed through the oscillating field by leapfrog integration, with the ion density held at its mean-field profile. Their mean impact energy is 600 eV, but single energies run from 528 to 677 eV. The standard deviation is 8.8 % of the mean.

With 16 times the ion mass and the same $H$, the crossing takes four times as many periods, and the standard deviation falls to 2.2 %. In this example the mean field describes the mean energy well, but it does not give the energy distribution.

Q: When should I not use the law at all?

A: When the ion mean free path is not long compared with $s_m$, because energy conservation in (1) then fails. When the ions cross in only a few periods or less, because by (16) the charge left out in (3), as a fraction of the swept charge, is one divided by the number of periods in the crossing. When $V_{dc}$ is not very large compared with $T_e$: at $V_{dc}=100\,T_e$ the coefficient of the model is still 31 % above the limit, and at a few times $T_e$ the edge is not sharp on the scale of the sheath either. For a current that is not sinusoidal the form of the law survives, but the number has to be recomputed, because the averages behind $200/243$ were taken for a sine. The shift depends on the waveform. In the same model the limit is $3/4$ for a square-wave current, 9 % lower. It is 0.68 when $\sin\omega t$ in (3) is replaced by $\sin\omega t-\tfrac12\sin2\omega t$, and 1.11 when it is replaced by $\sin\omega t+\tfrac12\sin2\omega t$.
